# BAOAB sampling of a harmonic oscillator: exact positions, cold momenta

After an implanted ion has come to rest in silicon, the damaged region is still hot, and a simulation follows the atoms while they settle and anneal. The atoms, or those near the border of the cell, are coupled to a heat bath by friction and random forces. Suppose the bath is set to 1300 K, the time step to 4 fs, and the equations are integrated with the BAOAB scheme defined below. For an atom vibrating at 15 THz, the kinetic energy at the end of each step then reads about 1254 K. Is the atom too cold, or is the reading at fault?

## The model and the step

Take one coordinate $q$ with momentum $p$, mass $m$ and potential energy $m\omega^2q^2/2$. Classical statistics at temperature $T$ requires

$$Q\equiv\langle q^2\rangle=\frac{kT}{m\omega^2},\qquad P\equiv\langle p^2\rangle=mkT,\qquad \langle qp\rangle=0 .$$

From here on, $Q$ and $P$ denote these target values. One BAOAB step of length $h$ performs five operations in the order of the letters:

- B, a half kick: $p\to p-\tfrac h2 m\omega^2q$.
- A, a half drift: $q\to q+\tfrac{h}{2m}p$.
- O, the bath for the full time $h$: $p\to cp+\sqrt{(1-c^2)\,mkT}\;R$, with $c=e^{-\gamma h}$.
- A again, then B again.

Here $\gamma>0$ is the friction rate and $R$ is a fresh normal random number of zero mean and unit variance. If $p$ enters O with variance $P$, it leaves with $c^2P+(1-c^2)P=P$.

Let $x=\omega^2h^2/4$ and $C=hkT/2$. Four products recur:

$$\frac{h}{2m}P=C,\qquad \frac{hm\omega^2}{2}Q=C,\qquad \frac{h}{2m}C=\frac{h^2kT}{4m}=xQ,\qquad \frac{hm\omega^2}{2}C=\frac{h^2m\omega^2kT}{4}=xP .$$

The first two say that a half drift and a half kick create correlations of equal size. Their signs are opposite, because the kick carries a minus sign.

## First case: the bath replaces the momentum completely

Let $\gamma h\to\infty$, so that $c=0$. Each O then draws a new momentum of variance $P$, independent of $q$, and it is enough to follow the position from one O to the next. The half drift after O gives

$$q_1=q+\frac{h}{2m}p .$$

The last half kick of this step and the first of the next act at the same position, so they add up to one full kick, $p_1=p-hm\omega^2q_1$. The next half drift gives

$$q_2=q_1+\frac{h}{2m}p_1=\Big(1-\frac{\omega^2h^2}{2}\Big)q_1+\frac{h}{2m}p .$$

Since $\omega^2h^2/2=2x$, inserting $q_1$ yields

$$q_2=(1-2x)\,q+\frac{h}{2m}\big[(1-2x)+1\big]p=(1-2x)\,q+\frac hm(1-x)\,p .$$

In a stationary state $q$ and $q_2$ have the same variance $s$. Because $p$ is independent of $q$,

$$s=(1-2x)^2s+\frac{h^2}{m^2}(1-x)^2\,mkT .$$

Now $1-(1-2x)^2=4x(1-x)$ and $h^2kT/m=4xQ$. Hence $4x(1-x)s=4xQ(1-x)^2$, or

$$s=(1-x)\,Q .$$

At the moment of O the position variance is therefore too small. The half drift that follows repairs it:

$$\langle q_1^2\rangle=s+\frac{h^2}{4m^2}P=(1-x)Q+xQ=Q,\qquad \langle q_1p\rangle=\frac{h}{2m}P=C .$$

The closing half kick gives $p_e=p-\tfrac h2m\omega^2q_1$, with

$$\langle q_1p_e\rangle=C-\frac{hm\omega^2}{2}Q=0,$$

$$\langle p_e^2\rangle=P-2\,\frac{hm\omega^2}{2}C+\Big(\frac{hm\omega^2}{2}\Big)^2Q=P-2xP+xP=(1-x)P .$$

So at the end of the step the position variance is right and the momentum variance is too small by the factor $1-\omega^2h^2/4$.

The loss has a simple reading. Before the closing kick the momentum has its full variance, but it is correlated with the position, because the atom has just drifted in the direction of its momentum. The squared correlation coefficient is $C^2/(QP)=x$. The half kick subtracts exactly the part of $p$ that is proportional to $q$, and what remains has variance $(1-x)P$.

**Limit.** As $h\to0$, $x\to0$ and both variances reach their classical values. The recursion for $q$ forgets its start if $|1-2x|<1$, that is, if $0<\omega h<2$.

## Second case: any friction

For finite $\gamma$ the momentum keeps a memory. Start a step with the covariance just found and follow it through all five operations.

**B.** The correlation becomes $\langle qp\rangle=0-\tfrac{hm\omega^2}{2}Q=-C$. The momentum variance becomes $(1-x)P+\big(\tfrac{hm\omega^2}{2}\big)^2Q=(1-x)P+xP=P$.

**A.** The correlation becomes $-C+\tfrac{h}{2m}P=0$. The position variance becomes

$$Q+2\,\frac{h}{2m}(-C)+\Big(\frac{h}{2m}\Big)^2P=Q-2xQ+xQ=(1-x)Q .$$

**O.** The momentum has variance $P$ and keeps it. The correlation is zero, and multiplying it by $c$ leaves it zero. Nothing changes, whatever the value of $c$, and this is why the friction drops out.

**A and B.** These are the two operations worked out in the first case. They lead to $\langle q^2\rangle=Q$, $\langle qp\rangle=0$ and $\langle p^2\rangle=(1-x)P$, where the step began.

The covariance therefore repeats itself:

$$\boxed{\;\langle q^2\rangle=\frac{kT}{m\omega^2},\qquad \langle p^2\rangle=mkT\Big(1-\frac{\omega^2h^2}{4}\Big),\qquad\langle qp\rangle=0\;}$$

**Is it the only stationary law?** One step is a linear map $G$ plus Gaussian noise. If both eigenvalues of $G$ lie inside the unit circle, the starting state is forgotten, and what remains is a sum of Gaussian terms with zero mean. The limit is then one Gaussian, fixed by its covariance.

The determinant of $G$ is $c$, since kicks and drifts have determinant 1. The trace is unchanged when the operations are permuted cyclically, so it may be taken for drift, full kick, drift and then O. The first three form the matrix

$$\begin{pmatrix}1-2x&\tfrac hm(1-x)\\-hm\omega^2&1-2x\end{pmatrix}.$$

Its upper row is the formula for $q_2$ above, and its lower row is $p_1=p-hm\omega^2(q+\tfrac{h}{2m}p)$. O multiplies the lower row by $c$, so the trace is $t=(1+c)(1-2x)$. The eigenvalues are the roots of $f(\lambda)=\lambda^2-t\lambda+c$, and

$$f(1)=1+c-t=2x(1+c),\qquad f(-1)=1+c+t=2(1-x)(1+c).$$

For $0<x<1$ both are positive. A complex pair has $|\lambda|^2=c<1$. If the roots are real, $f(1)>0$ means that either none or both exceed 1, and both is excluded because their product is $c<1$. The same argument at $-1$ excludes roots below $-1$. Hence the stationary law is unique for $0<\omega h<2$ and $\gamma>0$.

**Limits.**

- At $\omega h=2$ one root is $-1$: the position at the moment of O changes sign at each step and is never forgotten.
- For $\omega h>2$, $f(-1)<0$. One root lies below $-1$, and deviations grow.
- For $\gamma=0$, $c=1$. Nothing is forgotten, and the boxed law is merely one of many that repeat themselves.
- For weak damping, $|1-2x|<1/\cosh(\gamma h/2)$ or roughly $\gamma<2\omega$ at small $h$, the roots are complex, and an error in the covariance shrinks by $|\lambda|^2=e^{-\gamma h}$ per step. Outside this range the roots are real and the approach is slower: with $1/\gamma=0.1$ ps and $h=4$ fs, a 0.5 THz mode has a factor of 0.991 per step instead of 0.961. Friction sets how fast the result is reached, but not the result.

A numerical test solved the stationary covariance equation directly for $\omega h=0.1,\,0.7,\,1.3,\,1.9$, each with $\gamma/\omega=0.02,\,0.5,\,5$. The largest deviation from the boxed result was $3\times10^{-14}$ in units where $Q=P=1$.

The boxed result concerns the stationary variances. A finite run still has sampling error.

## A contrast: the order OBABO

The error can be moved from momentum to position. Let O act for $h/2$ at each end of the step, with a half kick, a full drift and a half kick between. The same cyclic argument gives the same trace and determinant, hence the same stability range.

Look for a stationary state with $\langle p^2\rangle=P$, $\langle qp\rangle=0$ and unknown $\langle q^2\rangle=s$. O preserves it. The first half kick gives

$$\langle qp\rangle=-\frac{hm\omega^2}{2}s,\qquad \langle p^2\rangle=P+\frac{h^2m^2\omega^4}{4}s .$$

The last half kick must remove the correlation left by the drift, so that correlation has to be $+\tfrac{hm\omega^2}{2}s$ if the position variance is still $s$:

$$-\frac{hm\omega^2}{2}s+\frac hm\Big(mkT+\frac{h^2m^2\omega^4}{4}s\Big)=\frac{hm\omega^2}{2}s .$$

Division by $h$ gives $kT=m\omega^2s(1-x)$, so $s=Q/(1-x)$. The drift changes the position variance by

$$2\,\frac hm\Big(-\frac{hm\omega^2}{2}s\Big)+\frac{h^2}{m^2}\Big(mkT+\frac{h^2m^2\omega^4}{4}s\Big),$$

which vanishes by the same condition, as assumed. The last kick returns the momentum variance to $P$. Read at the end of its step, OBABO has correct momenta and positions that are too widely spread. A correct kinetic temperature is therefore no proof of correct positions.

## Third case: many atoms

Let $M$ be the diagonal mass matrix and $K$ the symmetric, positive definite matrix of force constants, so that the force is $-Kq$. Each atom may have its own friction. The chain of operations is the same, now with matrices, where $I$ is the unit matrix:

- Start: $\langle qq^T\rangle=kTK^{-1}$, $\langle qp^T\rangle=0$, $\langle pp^T\rangle=kT(M-\tfrac{h^2}{4}K)$.
- B: $\langle qp^T\rangle=-\tfrac h2kT\,I$. The momentum block gains $\tfrac{h^2}{4}K(kTK^{-1})K$ and becomes $kTM$.
- A: $\langle qp^T\rangle=-\tfrac h2kT\,I+\tfrac h2M^{-1}kTM=0$. The position block becomes $kT(K^{-1}-\tfrac{h^2}{2}M^{-1}+\tfrac{h^2}{4}M^{-1})=kT(K^{-1}-\tfrac{h^2}{4}M^{-1})$.
- O: no change, for any set of frictions.
- A: $\langle qp^T\rangle=\tfrac h2kT\,I$, and the position block returns to $kTK^{-1}$.
- B: $\langle qp^T\rangle=0$, and the momentum block becomes $kT(M-\tfrac{h^2}{2}K+\tfrac{h^2}{4}K)$, its starting value.

The law is unique if $h<2/\omega_{\max}$ and no normal mode leaves all thermostatted atoms at rest. To see this, call $\Sigma$ the covariance at the moment of O. Drift, full kick and drift preserve $\Sigma$, hence also the quadratic form $z^T\Sigma^{-1}z$ of a state $z=(q,p)$. The damping in O lowers this form unless the thermostatted momenta are zero. An undamped motion must therefore keep them at zero and be an eigenvector of the undamped step. Since that step turns a mode of frequency $\omega$ by an angle $\theta$ with $\cos\theta=1-\omega^2h^2/2$, such a vector belongs to a single frequency: it is a normal mode at rest on those atoms.

Dividing each diagonal element of $\langle pp^T\rangle$ by $k$ times the mass of its atom and averaging gives the kinetic temperature

$$T_{\rm kin}=T\Big(1-\frac{h^2}{4}\,\overline{\omega^2}\Big),$$

where the bar is the mean over normal modes, because the trace of $M^{-1}K$ is the sum of the $\omega^2$. For one atom this returns the earlier result.

The formulas were tested on six atoms between walls, with unit springs, masses 1.0, 1.3, 0.8, 1.1, 0.9 and 1.2, friction 0.5 on the two end atoms alone, $h=0.6$ and $kT=0.7$. The largest deviation was $6\times10^{-15}$ in these units. With friction on the border alone the law is reached slowly: in this chain the slowest covariance error shrinks by 0.986 per step, against $e^{-\gamma h}=0.741$.

## Numbers for silicon during annealing

Take rough values: 28.09 u, a top lattice frequency of 15 THz, and 1300 K, which is in the range of rapid thermal annealing. Then $\omega=2\pi\times15=94.25$ rad/ps, and the stability limit is $2/\omega=21.2$ fs. With $kT=0.1120$ eV and $m\omega^2=2586$ eV/nm², the rms displacement of this single oscillator is $\sqrt{0.1120/2586}$ nm $=6.58$ pm, for all three steps below. An atom in the crystal moves more than this, because softer modes add to its displacement.

For $h=4$ fs, $\omega h=0.377$ and $x=0.377^2/4=0.0355$. The kinetic temperature is $0.9645\times1300=1254$ K, a deficit of 46 K. At 2 fs the deficit is 11.5 K and at 1 fs it is 2.9 K, falling as $h^2$.

This answers the opening question for BAOAB in the stationary state: the positions are those of 1300 K, and the reading is low. The answer belongs to this order of operations; other schemes place the error elsewhere (ABOBA, for instance, reads 1348 K at the end of its step). For this oscillator, raising the bath until the reading is 1300 K would heat the positions to $1300/0.9645=1348$ K; in a crystal, where most modes lie lower, the overheating would be smaller. A momentum read directly after O shows the right temperature. With OBABO at the same 4 fs, the position variance would be 3.7 % too large.

How far does the harmonic, classical model carry for real silicon?

**Spread of frequencies.** A crystal has many modes below the top one. For a Debye band ending at 15 THz, $\overline{\omega^2}/\omega_{\max}^2=\int_0^1 3s^4\,ds=0.6$, and the 4 fs deficit drops to 28 K. Silicon's real spectrum is not a Debye band, so this is a measure of size. In a simulation the spectrum of the force field is what counts: the harmonic Stillinger–Weber crystal has its top at 17.8 THz, a ratio of 0.49 and a deficit of 32 K. The reading of a single atom is low by the fraction $h^2K_{ii}/4m_i$, so light implanted atoms fare worse: a mass of 11 u on the same springs reads about 81 K low, and its local mode lowers the stability limit to about 14.5 fs.

**Quantum statistics.** With $y=\hbar\omega/kT=0.554$, the mean oscillator energy divided by $kT$ is $y\,[\tfrac12+1/(e^y-1)]=1.025$. Half of the energy is potential, so the true position variance of this mode is 2.5 % above the classical one. BAOAB samples the classical value.

**Anharmonicity.** As a rough stand-in for the real well, take a Morse curve of depth $D=5$ eV expanded to fourth order. With $u=q/\sqrt Q$,

$$\frac{V}{kT}=\frac{u^2}{2}\Big(1-bu+\frac{7}{12}b^2u^2\Big),\qquad b=\sqrt{\frac{kT}{2D}}=0.106 .$$

The classical variance in this fourth-order well is 5.9 % above the harmonic value; the untruncated Morse curve gives 6.8 %, and it raises the 0.11 % quoted next to 0.13 %. Exact sampling is also lost: at 4 fs and a damping time of 0.1 ps, BAOAB gives a variance 0.11 % below the true one for the same well. This is about a thirtieth of the relative momentum deficit, which stays near 3.5 %.

**The ballistic phase.** A 1 keV silicon atom travels 0.33 nm in 4 fs, more than the bond length of roughly 0.24 nm. No harmonic argument applies there. Limiting its path to 0.01 nm per step requires about 0.12 fs. The 4 fs step belongs to the thermal phase, after the fast atoms have slowed down.

The numerical output also lists the covariance after each of the five operations for the 4 fs step. The position factor 0.9645 appears around O, and the momentum factor 0.9645 at the ends of the step.

## Computed values

```
INPUTS (rough typical values for silicon)
atomic mass = 28.09 u
top lattice frequency = 15.0 THz
bath temperature = 1300 K
damping time 1/friction = 0.10 ps
DERIVED
angular frequency = 94.248 rad/ps
thermal energy kT = 0.11203 eV
spring constant = 2586.0 eV/nm^2
exact rms displacement = 6.5818 pm
stability limit of time step = 21.221 fs
BAOAB, END OF STEP (from Lyapunov equation)
h = 1 fs: omega h = 0.09425, rms displacement = 6.5818 pm
   momentum factor = 0.997779, kinetic temperature = 1297.11 K, deficit = 2.89 K
h = 2 fs: omega h = 0.18850, rms displacement = 6.5818 pm
   momentum factor = 0.991117, kinetic temperature = 1288.45 K, deficit = 11.55 K
h = 4 fs: omega h = 0.37699, rms displacement = 6.5818 pm
   momentum factor = 0.964469, kinetic temperature = 1253.81 K, deficit = 46.19 K
h = 4 fs, bath raised until kinetic reading is right: position temperature = 1347.89 K
OBABO, same step: position factor = 1.036840, momentum factor = 1.000000
INSIDE ONE STEP, h = 4 fs (reduced units)
start:   <qq> = 1.000000, <pp> = 0.964469, <qp> = -0.000000
after B: <qq> = 1.000000, <pp> = 1.000000, <qp> = -0.188496
after A: <qq> = 0.964469, <pp> = 1.000000, <qp> = +0.000000
after O: <qq> = 0.964469, <pp> = 1.000000, <qp> = +0.000000
after A: <qq> = 1.000000, <pp> = 1.000000, <qp> = +0.188496
after B: <qq> = 1.000000, <pp> = 0.964469, <qp> = +0.000000
CHECKS
largest Lyapunov error, 12 cases = 2.7e-14 (reduced units)
largest error, 6-atom chain = 5.8e-15 (reduced units)
density grid: position factor = 1.000000, momentum factor = 0.964469
NEGLECTED EFFECTS
hbar omega / kT = 0.5538
quantum / classical position variance = 1.02542
Morse depth (rough) = 5.0 eV, anharmonicity b = 0.1058
anharmonic / harmonic true position variance = 1.05925
BAOAB relative bias of that variance = -1.123e-03
shift of that bias, 128 to 160 grid points = 2.2e-13
momentum factor in anharmonic well = 0.964748
Debye band: mean omega^2 / top omega^2 = 0.600
Debye band: kinetic temperature deficit = 27.71 K
path of 1 keV Si atom in 4 fs = 0.3315 nm
time step for a path of 0.01 nm = 0.1207 fs
```
